# Partial Structure Factors of Binary Fluids and Their Long-Wavelength Limits

A neutron or X-ray beam crossing a liquid alloy of species 1 and 2 is scattered by both species at once. At each wavevector one measurement gives one number, while the structure contains three functions: the correlations 11, 22 and 12. Changing the scattering lengths, for neutrons by isotopic substitution, supplies further equations. Three measurements with three different ratios of the two scattering lengths determine the three functions; when the ratios are close to one another, errors in the data are strongly amplified in the solution. They are reported in three conventions, named after Faber and Ziman, Ashcroft and Langreth, and Bhatia and Thornton. A program that compares data with a simulation must convert between them, and it can check the small-angle end of the data against thermodynamics. This appendix derives the formulas for both tasks.

## Definitions

Let $N=N_1+N_2$ particles occupy a volume $V$, with $c_i=N_i/N$, $c_1+c_2=1$ and $\rho=N/V$. The system is homogeneous and isotropic on average. The density amplitude of species $i$ is

$$\rho_i(\mathbf k)=\sum_{\alpha\in i}e^{i\mathbf k\cdot\mathbf r_\alpha},\qquad \mathbf k\neq0 .$$

In a periodic box $\mathbf k$ must be one of the box's reciprocal vectors. All structure factors below are dimensionless.

**Faber-Ziman (FZ)** functions are transforms of the pair distributions:
$$a_{ij}(k)=1+\rho\int\left[g_{ij}(r)-1\right]e^{i\mathbf k\cdot\mathbf r}\,d^3r .$$

**Ashcroft-Langreth (AL)** functions are normalized amplitude correlations:
$$S_{ij}(k)=\frac{\mathrm{Re}\langle\rho_i\rho_j^*\rangle}{\sqrt{N_iN_j}} .$$

**Bhatia-Thornton (BT)** functions use the total density and a composition amplitude,
$$n=\rho_1+\rho_2,\qquad x=c_2\rho_1-c_1\rho_2,$$
$$S_{NN}=\frac{\langle|n|^2\rangle}{N},\quad S_{NC}=\frac{\mathrm{Re}\langle n^*x\rangle}{N},\quad S_{CC}=\frac{\langle|x|^2\rangle}{N}.$$

The combination $x$ vanishes when both species are modulated in proportion to their mean concentrations, so it registers changes of composition alone. Exchanging the labels 1 and 2 reverses $x$ and hence the sign of $S_{NC}$. The label order must therefore be stored with the data.

## From pair distributions to amplitude correlations

The product $\rho_i\rho_j^*$ is a double sum over particles. If $i=j$, the terms with both indices on the same particle contribute $N_i$. The remaining terms run over distinct pairs. By the definition of $g_{ij}$, the mean number of such pairs with separation in $d^3r$ is $V(c_i\rho)(c_j\rho)g_{ij}(r)\,d^3r$, so

$$\langle\rho_i\rho_j^*\rangle=N_i\delta_{ij}+N\rho\,c_ic_j\int g_{ij}(r)e^{i\mathbf k\cdot\mathbf r}d^3r .$$

For $\mathbf k\ne0$ the integral of $e^{i\mathbf k\cdot\mathbf r}$ over the box is zero. We may therefore replace $g_{ij}$ by $g_{ij}-1$, and $\rho$ times the integral becomes $a_{ij}-1$. Dividing by $\sqrt{N_iN_j}=N\sqrt{c_ic_j}$ gives

$$\boxed{S_{ij}=\delta_{ij}+\sqrt{c_ic_j}\,(a_{ij}-1)}\tag{1}$$

This map has a constant term from the self-pairs, so strictly it is affine. Differences of structure factors transform linearly.

Since $S_{11}\ge0$, equation (1) gives $a_{11}\ge1-1/c_1=-c_2/c_1$. A negative $a_{11}$ is therefore allowed, and code should not clip it.

## To the Bhatia-Thornton set

Equation (1) and the definition of $S_{ij}$ give $\mathrm{Re}\langle\rho_i\rho_j^*\rangle/N=\sqrt{c_ic_j}\,S_{ij}$. Multiplying out $|n|^2$ yields

$$S_{NN}=c_1S_{11}+c_2S_{22}+2\sqrt{c_1c_2}\,S_{12}.\tag{2a}$$

In $n^*x=(\rho_1^*+\rho_2^*)(c_2\rho_1-c_1\rho_2)$ the 11 term has weight $c_2$, the 22 term $-c_1$, and the two cross terms together $c_2-c_1$:

$$S_{NC}=c_1c_2(S_{11}-S_{22})+(c_2-c_1)\sqrt{c_1c_2}\,S_{12}.\tag{2b}$$

In $|x|^2$ the weights are $c_2^2$, $c_1^2$ and $-2c_1c_2$:

$$S_{CC}=c_1c_2\left[c_2S_{11}+c_1S_{22}-2\sqrt{c_1c_2}\,S_{12}\right].\tag{2c}$$

For the FZ form, insert (1) as $c_iS_{ii}=c_i+c_i^2(a_{ii}-1)$ and $\sqrt{c_1c_2}\,S_{12}=c_1c_2(a_{12}-1)$. In $S_{NN}$ the constants are $c_1+c_2-(c_1+c_2)^2=0$. In $S_{NC}$, after removing the factor $c_1c_2$, they are $(1-c_1)-(1-c_2)-(c_2-c_1)=0$. In the bracket of $S_{CC}$, the self-terms give $c_2+c_1=1$, and the constants $-1-1+2$ multiplying $c_1c_2$ cancel. Hence

$$\boxed{\begin{aligned}
S_{NN}&=c_1^2a_{11}+c_2^2a_{22}+2c_1c_2a_{12}\\
S_{NC}&=c_1c_2\left[c_1(a_{11}-a_{12})-c_2(a_{22}-a_{12})\right]\\
S_{CC}&=c_1c_2\left[1+c_1c_2(a_{11}+a_{22}-2a_{12})\right]
\end{aligned}}\tag{3}$$

When $g_{ij}-1$ is integrable, its transform vanishes at large $k$ and every $a_{ij}\to1$. Then $S_{NN}\to1$, $S_{NC}\to0$ and $S_{CC}\to c_1c_2$. Data in which the composition function tends to 1 have been divided by $c_1c_2$, and that factor must be restored before using these formulas.

## The inverse maps and the scattered intensity

Because $c_1+c_2=1$, the amplitudes can be recovered:
$$\rho_1=c_1n+x,\qquad \rho_2=c_2n-x .\tag{4}$$
Substituting $x=c_2\rho_1-c_1\rho_2$ confirms both. Squaring and multiplying these expressions, then dividing by $N$, gives
$$\begin{aligned}
c_1S_{11}&=c_1^2S_{NN}+2c_1S_{NC}+S_{CC}\\
c_2S_{22}&=c_2^2S_{NN}-2c_2S_{NC}+S_{CC}\\
\sqrt{c_1c_2}\,S_{12}&=c_1c_2S_{NN}+(c_2-c_1)S_{NC}-S_{CC}.
\end{aligned}\tag{5}$$
Solving (1) for $a_{ij}$ and inserting (5) gives
$$\begin{aligned}
a_{11}&=S_{NN}+\frac{2S_{NC}}{c_1}+\frac{S_{CC}}{c_1^2}-\frac{c_2}{c_1}\\
a_{22}&=S_{NN}-\frac{2S_{NC}}{c_2}+\frac{S_{CC}}{c_2^2}-\frac{c_1}{c_2}\\
a_{12}&=S_{NN}+\frac{c_2-c_1}{c_1c_2}S_{NC}-\frac{S_{CC}}{c_1c_2}+1 .
\end{aligned}\tag{6}$$
The divisions matter for dilute mixtures: an absolute error in $S_{CC}$ enters $a_{11}$ multiplied by $1/c_1^2$.

With real scattering lengths $b_i$, or real form factors at the given $k$, the scattered amplitude follows from (4):
$$b_1\rho_1+b_2\rho_2=\bar b\,n+\Delta b\,x,\qquad \bar b=c_1b_1+c_2b_2,\quad \Delta b=b_1-b_2 .\tag{7}$$
The coherent intensity per particle is therefore
$$I=\bar b^2S_{NN}+2\bar b\,\Delta b\,S_{NC}+(\Delta b)^2S_{CC}.\tag{8}$$
Equal scattering lengths isolate $S_{NN}$, and $\bar b=0$ isolates $S_{CC}$.

Nothing so far has used thermal equilibrium. The maps hold for a glass, and they hold even for one particle configuration if $a_{ij}$ is defined by its distinct-pair sum and real parts are taken. That makes a convenient unit test. For a configuration with $N_1=30$ and $N_2=50$, so $c_1=0.375$, the pair sum gives $a_{11}=-0.3462$. Equation (1) then gives $S_{11}=1+0.375(-1.3462)=0.4952$, which agrees with the value from $|\rho_1|^2/N_1$.

## What the limit $k\to0$ means

From here on the system is a stable, single-phase fluid in equilibrium with short-ranged forces, and $g_{ij}-1$ is integrable. The limit $N\to\infty$ is taken before $k\to0$.

Consider a large region of volume $V$ inside a much larger fluid. Particles cross its boundary, so $N_1$ and $N_2$ fluctuate. Counting self and distinct pairs as before gives
$$\langle\Delta N_i\Delta N_j\rangle=\langle N_i\rangle\delta_{ij}+\rho^2c_ic_j\int_V\!\int_V\left[g_{ij}(|\mathbf r-\mathbf r'|)-1\right]d^3r\,d^3r' .$$
Away from the boundary the inner integral covers the whole range of $g_{ij}-1$. The double integral is then $V\int(g_{ij}-1)d^3r$, with a correction that becomes negligible relative to $V$ for a large region. Division by $\sqrt{\langle N_i\rangle\langle N_j\rangle}$ reproduces (1) with $a_{ij}$ at $k\to0$. From here on, the symbols $N$ and $N_i$ in coefficients denote mean values in the region.

A closed simulation box behaves differently. There a particle of species $i$ has exactly $N_j-\delta_{ij}$ partners of species $j$, so the integral of $c_j\rho(g_{ij}-1)$ over the whole box is $-\delta_{ij}$. Inserted in (1), this gives $S_{ij}=0$ whatever the fluid. The thermodynamic values must instead be obtained by extrapolating from nonzero $k$, or from subvolumes much smaller than the box and much larger than the correlation length. A subvolume that fills a fraction $f$ of a closed box has its number covariances reduced by a factor of about $1-f$, and a small one carries a boundary correction, so both errors must be controlled.

## Number fluctuations and chemical potentials

The open region is described by the grand partition function
$$\Xi=\sum_{N_1,N_2}Z_{N_1N_2}\,e^{(\mu_1N_1+\mu_2N_2)/kT}.$$
In the thermal energy $kT$, $k$ is Boltzmann's constant; elsewhere it is the wavenumber. One derivative of $\ln\Xi$ gives $\langle N_i\rangle=kT\,\partial\ln\Xi/\partial\mu_i$. A second gives
$$\langle\Delta N_i\Delta N_j\rangle=kT\left(\frac{\partial\langle N_i\rangle}{\partial\mu_j}\right)_{T,V}=kT\,(A^{-1})_{ij},\qquad A_{ij}=\left(\frac{\partial\mu_i}{\partial N_j}\right)_{T,V}.\tag{9}$$

We need $A$ in terms of the Gibbs energy, whose natural variable is pressure. Write $G=N\,g(c)$ at fixed $T$ and $P$, with $c=c_1$. Here $g$ without indices is the Gibbs energy per particle. From $c=N_1/N$,
$$\frac{\partial c}{\partial N_1}=\frac{c_2}{N},\qquad\frac{\partial c}{\partial N_2}=-\frac{c_1}{N},$$
and therefore
$$\mu_1=g+c_2g',\qquad \mu_2=g-c_1g'.$$
Differentiating with respect to $c$, with $dc_2/dc=-1$, the terms in $g'$ cancel:
$$\frac{\partial\mu_1}{\partial c}=c_2g'',\qquad\frac{\partial\mu_2}{\partial c}=-c_1g''.\tag{10}$$
With $u=(c_2,-c_1)$, the chain rule gives $(\partial\mu_i/\partial N_j)_{T,P}=(g''/N)u_iu_j$.

Holding the volume fixed changes the pressure when a particle is added. Let $v_i=(\partial V/\partial N_i)_{T,P}$ be the partial volumes and $\kappa_T=-V^{-1}(\partial V/\partial P)_T$ the compressibility at fixed particle numbers. Setting $dV=v_j\,dN_j-V\kappa_T\,dP=0$ for one added species gives $\partial P/\partial N_j=v_j/(V\kappa_T)$. Equality of the mixed derivatives of $G$ gives $\partial\mu_i/\partial P=v_i$. Thus
$$A_{ij}=\frac{g''}{N}u_iu_j+\frac{1}{V\kappa_T}v_iv_j .\tag{11}$$

## Independent fluctuations and the three limits

Define two combinations of the number fluctuations:
$$X=c_2\Delta N_1-c_1\Delta N_2,\qquad Y=v_1\Delta N_1+v_2\Delta N_2 .$$
Let $M$ be the matrix with rows $u$ and $v$. Equation (11) reads $A=M^TDM$, with $D=\mathrm{diag}\left(g''/N,\,1/(V\kappa_T)\right)$. The determinant of $M$ is $c_2v_2+c_1v_1=V/N$, which is nonzero, so $M$ can be inverted. The covariance matrix of $(X,Y)$ is
$$M\,(kTA^{-1})\,M^T=kT\,MM^{-1}D^{-1}(M^T)^{-1}M^T=kT\,D^{-1}.$$
Consequently
$$\langle X^2\rangle=\frac{NkT}{g''},\qquad\langle Y^2\rangle=kTV\kappa_T,\qquad\langle XY\rangle=0 .\tag{12}$$
No Gaussian assumption enters, because (9) is an identity for second moments.

The BT functions require the total number fluctuation $\Delta N=\Delta N_1+\Delta N_2$. As in (4), $\Delta N_1=c_1\Delta N+X$ and $\Delta N_2=c_2\Delta N-X$. Inserting these in $Y$ and using $c_1v_1+c_2v_2=1/\rho$,
$$Y=\frac{\Delta N}{\rho}+(v_1-v_2)X,\qquad\text{so}\qquad \Delta N=\rho Y-\delta X,\quad \delta=\rho(v_1-v_2).$$
To interpret $\delta$, write $V=N\,v(c)$. Then $v_1=v+c_2v'$ and $v_2=v-c_1v'$, so $v_1-v_2=v'$ and
$$\delta=\frac1V\left(\frac{\partial V}{\partial c}\right)_{T,P,N}.$$
It is the relative dilation per unit change of concentration. Now $S_{CC}(0)=\langle X^2\rangle/N$, $S_{NC}(0)=\langle\Delta N\,X\rangle/N$ and $S_{NN}(0)=\langle(\Delta N)^2\rangle/N$. With (12),

$$\boxed{\begin{aligned}
S_{CC}(0)&=\frac{kT}{(\partial^2g/\partial c^2)_{T,P}}\\
S_{NC}(0)&=-\delta\,S_{CC}(0)\\
S_{NN}(0)&=\rho kT\kappa_T+\delta^2S_{CC}(0)
\end{aligned}}\tag{13}$$

The sign of $S_{NC}$ has a direct meaning. If species 1 has the larger partial volume, a region enriched in it at constant pressure holds fewer particles. The compressibility alone determines $S_{NN}(0)$ when $\delta=0$. In general it must be extracted through
$$\rho kT\kappa_T=S_{NN}(0)-\frac{S_{NC}(0)^2}{S_{CC}(0)} .$$

## Mixing models and limits of validity

If $\alpha_1$ is the activity of species 1, then $\mu_1=\mu_1^\circ(T,P)+kT\ln\alpha_1$. Equation (10) gives $c_2g''=kT\,\partial\ln\alpha_1/\partial c_1$, and so
$$S_{CC}(0)=\frac{c_2}{(\partial\ln\alpha_1/\partial c_1)_{T,P}} .\tag{14}$$
This form connects scattering to activity measurements.

In the regular-solution model, a mean-field model, the nonlinear part of $g$ is $kT(c_1\ln c_1+c_2\ln c_2)+Wc_1c_2$. Its second derivative is $kT(1/c_1+1/c_2)-2W=kT/(c_1c_2)-2W$, hence
$$S_{CC}(0)=\frac{c_1c_2}{1-2wc_1c_2},\qquad w=\frac{W}{kT}.\tag{15}$$
Ideal mixing, $w=0$, gives $c_1c_2$. At $c_1=0.5$ the values for $w=-2$, 0, 1 and 1.8 are 0.125, 0.25, 0.5 and 2.5. In this model a value above $c_1c_2$ signals a tendency to separate, and a value below it a preference for mixing. The divergence at $2wc_1c_2=1$ is the spinodal, where $g''=0$. A stable single phase reaches it only at the critical point $c_1=1/2$, $w=2$; at other compositions it lies inside the two-phase region, where the stability assumed above fails. By (3), $S_{CC}(0)$ is fixed by integrals of the bounded functions $g_{ij}-1$, so it can grow without limit only if the range of the correlations grows. Equation (13) then describes data only at wavelengths much longer than that range.

Two other cases fall outside (13). A glass is not in equilibrium, so (9), which rests on the grand-canonical distribution, cannot be invoked for it. In a neutral fluid of ions with charges $z_1,z_2$ and bare Coulomb forces, neutrality means $c_1z_1+c_2z_2=0$. Equation (7), with charges in place of scattering lengths, then shows that the charge amplitude is $(z_1-z_2)x$. In three dimensions the Coulomb energy of a charge wave of fixed amplitude grows as $1/k^2$ at small $k$, so its mean square amplitude falls as $k^2$, and $S_{CC}(0)=0$.

## Worked example: hard rods on a line

The derivation does not depend on dimension if volume is read as length. This permits a comparison with a solvable fluid. Take hard rods on a line with contact distances $\sigma_{11}=1.0$, $\sigma_{22}=0.8$ and $\sigma_{12}=1.2$. Let $c_1=0.4$ and $p=P/kT=2$. The unit of length is $\sigma_{11}$. Any two successive contact distances add up to at least 1.6, more than any single contact distance, so only neighbours constrain each other.

At constant pressure the weight of one neighbour gap is $\int_{\sigma_{ij}}^\infty e^{-pr}dr=e^{-p\sigma_{ij}}/p$. Let $Ny$ be the number of places where a 2 follows a 1; up to end effects, a 1 follows a 2 equally often. The type-1 rods form $Ny$ runs, and so do the type-2 rods. Counting the ways to divide each species into runs, with Stirling's formula, gives
$$\begin{aligned}\frac{g}{kT}=\min_y\Big\{&\sum_{i=1,2}\left[(c_i-y)\ln(c_i-y)+y\ln y-c_i\ln c_i\right]\\&+p\left[(c_1-y)\sigma_{11}+(c_2-y)\sigma_{22}+2y\sigma_{12}\right]+\ln p\Big\}.\end{aligned}$$
Momentum terms are omitted: they are linear in $c$ and independent of $p$, so they affect none of the derivatives needed. The minimum satisfies
$$(c_1-y)(c_2-y)=y^2e^{p(2\sigma_{12}-\sigma_{11}-\sigma_{22})}.\tag{16}$$

The pair distributions come from the same chain. A rod of type $i$ is followed by its own type with probability $(c_i-y)/c_i$, which is 0.571 for type 1 and 0.714 for type 2. The gap beyond contact is exponentially distributed with mean $1/p$. Summing the distributions of first, second and further neighbours gives $\rho c_jg_{ij}$. Numerical integration of $g_{ij}-1$ at $k=0$ yields
$$a_{11}=0.9434,\qquad a_{22}=0.9261,\qquad a_{12}=-0.7246 .$$
Equations (3) then give
$$\begin{aligned}
S_{NN}&=0.16(0.9434)+0.36(0.9261)+0.48(-0.7246)=0.1365\\
S_{NC}&=0.24\left[0.4(1.6680)-0.6(1.6507)\right]=-0.0776\\
S_{CC}&=0.24\left[1+0.24(3.3187)\right]=0.4312 .
\end{aligned}$$

The thermodynamic side uses derivatives of $g$: $g''/kT=2.31936$, $v_1=1.6431$, $v_2=1.3763$ and $\rho kT\kappa_T=0.1226$. With $\rho=0.6743$, $\delta=0.6743(1.6431-1.3763)=0.1799$. Thus
$$\begin{aligned}
S_{CC}(0)&=1/2.31936=0.4312\\
S_{NC}(0)&=-0.1799(0.4312)=-0.0776\\
S_{NN}(0)&=0.1226+0.0140=0.1365 ,
\end{aligned}$$
where the last sum uses unrounded terms. The numerical check finds agreement between the two routes to within rounding error.

Here $S_{CC}(0)$ exceeds the ideal value 0.24. The exponent in (16) is positive, which favours like neighbours. If instead $\sigma_{12}=0.9$, the mean of the other two contacts, the exponent vanishes and $y=c_1c_2$. The arrangement term reduces to $c_1\ln c_1+c_2\ln c_2$, and the contact term is linear in $c$. Then $g''=kT/(c_1c_2)$, and the pair integrals indeed give $S_{CC}(0)=0.2400$. The rods still differ in size: $\delta=0.1449$ and $S_{NC}(0)=-0.0348$. At $k=5$, $S_{CC}=0.2313$, so the ideal value at $k=0$ does not imply a constant function.

For the original mixture, $S_{CC}$ is 0.4285 at $k=0.1$ and 0.3754 at $k=0.5$, respectively 0.6% and 13% below its limit. When $g_{ij}-1$ decays fast enough, expanding the cosine in its transform gives a leading correction proportional to $k^2$. An extrapolation should therefore use $k^2$ as its variable and include only points where this form holds.

The open-region interpretation was tested by sampling a chain of about four million rods and counting them in 30,241 windows of length 200. The results were $S_{NN}=0.1384$, $S_{NC}=-0.0779$ and $S_{CC}=0.4303$. Relative to the limits, the magnitudes differ by 1.4%, 0.4% and 0.2%. For independent, nearly Gaussian counts, the relative standard error of a variance such as $S_{NN}$ or $S_{CC}$ is $\sqrt{2/30241}\approx0.8\%$. For the covariance $S_{NC}$ it is $\sqrt{(S_{NN}S_{CC}+S_{NC}^2)/30241}\,/|S_{NC}|\approx1.9\%$. The two smaller differences are well below these noise levels, so their smallness is chance and the sample confirms the limits only to about one or two percent. The finite windows also leave an edge correction, which this sample does not separate from the noise.

## Computed values

```
3D configuration: N1, N2 = 30 50
 FZ a11, a22, a12    = -0.3462 0.5010 1.5274
 AL S11, S22, S12    = 0.4952 0.6881 0.2553
 BT S_NN, S_NC, S_CC = 0.8630 -0.0143 0.0751
 largest error of the maps = 2.7e-15
1D rods; unit of length s = 11 contact distance, energy kT
 contacts 11, 22, 12 = 1.0 0.8 1.2 s
 c1 = 0.4, P/kT = 2.0 1/s, density = 0.67431 1/s
 neighbour probabilities 1->1, 2->2 = 0.5709 0.7139
 k in 1/s; FZ a11 a22 a12
  0.0   0.94342   0.92608  -0.72457
  0.1   0.93008   0.91691  -0.71320
  0.5   0.65914   0.73010  -0.48071
  1.0   0.17095   0.38956  -0.04775
  2.0  -0.31062   0.01610   0.51092
  5.0   2.34077   1.23239   1.59271
 k in 1/s; AL S11 S22 S12
  0.0   0.97737   0.95565  -0.84486
  0.1   0.97203   0.95014  -0.83929
  0.5   0.86365   0.83806  -0.72540
  1.0   0.66838   0.63374  -0.51329
  2.0   0.47575   0.40966  -0.23960
  5.0   1.53631   1.13943   0.29037
 k in 1/s; BT S_NN S_NC S_CC
  0.0   0.13654  -0.07757   0.43115
  0.1   0.13656  -0.07698   0.42855
  0.5   0.13756  -0.06493   0.37540
  1.0   0.14467  -0.04198   0.27779
  2.0   0.20134  -0.00761   0.16418
  5.0   1.58269   0.12370   0.26233
Thermodynamic side, from the Gibbs energy
 g''/kT = 2.31936
 partial volumes v1, v2 = 1.64307 1.37627 s
 delta = 0.17991
 rho kT kappa_T = 0.12259
 delta^2 S_CC(0) = 0.01395
 limits S_NN, S_NC, S_CC = 0.13654 -0.07757 0.43115
 ideal value c1 c2 = 0.24000
 largest difference, integrals - thermodynamics = 3.2e-14
Sampled chain: 4077267 rods, 30241 windows of 200 s
 S_NN, S_NC, S_CC = 0.1384 -0.0779 0.4303
Additive rods, 12 contact = 0.9 s
 delta = 0.14493, S_NC(0) = -0.03478
 S_CC at k = 0 and 5 1/s = 0.24000 0.23131
Regular solution at c1 = 0.5: W/kT, S_CC(0)
 -2.0 0.1250
  0.0 0.2500
  1.0 0.5000
  1.8 2.5000
```
